# Residual splitting under off-resonance continuous-wave decoupling, part 2

A spin $S$ is observed while its coupling partner $I$, a spin 1/2 of another nuclear species, is irradiated continuously and not quite on resonance. The doublet of $S$ then keeps a residual splitting $D$. For strong irradiation, the result stated at the start is

$$
D \approx \frac{|J\Delta|}{\sqrt{\Delta^2+\nu_1^2}} .
$$

Here $J$ is the scalar coupling constant, $\Delta$ the offset of the irradiation from the resonance of $I$, and $\nu_1$ the irradiation amplitude, all in hertz. "Strong" means that $W=\sqrt{\Delta^2+\nu_1^2}$ is much larger than $|J|$.

Spin operators are dimensionless, and energies are divided by Planck's constant $h$. With each spin in its own rotating frame and $\nu_S$ the offset of $S$ from the receiver frequency, the model is

$$
\frac{H}{h}=\nu_S S_z+\Delta I_z+\nu_1 I_x+J I_zS_z .
$$

It neglects the action of the irradiation on $S$, the rapidly oscillating terms, relaxation, exchange and any spread of the amplitude. "Exact" means exact within this model, and "diagonalisation" refers to its full matrix.

For $S_z=\pm\tfrac12$, $I$ sees an effective field with $x$ component $\nu_1$ and $z$ component $\Delta\pm J/2$, and precesses about it at $\nu_\pm$. The angle $\theta$ between the two fields is given by

$$
\cos\theta=\frac{\nu_1^2+a_+a_-}{\nu_+\nu_-}
=\frac{\Delta^2+\nu_1^2-J^2/4}{\nu_+\nu_-},
$$

where $a_\pm=\Delta\pm J/2$. The normalised signal $s(t)$ of $S$, half the trace over $I$ of a product of evolution operators, is

$$
s(t)\,e^{-2\pi i\nu_St}
=\cos^2\frac\theta2\,\cos[\pi(\nu_+-\nu_-)t]
+\sin^2\frac\theta2\,\cos[\pi(\nu_++\nu_-)t].
$$

The first term is the central doublet, the second the satellites. The central splitting is exactly

$$
D=\frac{2|J\Delta|}{\nu_++\nu_-}.
$$

The example has $J=150$ Hz, $\nu_1=2500$ Hz and $\Delta=1000$ Hz. Its exact splitting is $D=55.69$ Hz, and its satellites carry a fraction $6.69\times10^{-4}$ of the intensity.

## Strong irradiation, its accuracy and its limits

The $I$ spin is irradiated with amplitude $\nu_1$ at offset $\Delta$, and it is coupled to the observed spin $S$ by $J$; all are in hertz. Depending on the state of $S$, the spin $I$ precesses at $\nu_\pm=\sqrt{(\Delta\pm J/2)^2+\nu_1^2}$. The central doublet of $S$ has the splitting $D=|\nu_+-\nu_-|=2|J\Delta|/(\nu_++\nu_-)$. Satellites at $\pm\tfrac12(\nu_++\nu_-)$ carry the fraction $\sin^2(\theta/2)$ of the intensity, where $\theta$ is the angle between the two effective fields. Without the coupling, the field has the length $W=\sqrt{\Delta^2+\nu_1^2}$.

If $|J|$ is much smaller than $W$, both precession frequencies are close to $W$, and their sum is close to $2W$. The exact expression then becomes

$$
D\approx\frac{2|J\Delta|}{2W}=\frac{|J\Delta|}{\sqrt{\Delta^2+\nu_1^2}},
$$

which is the result stated at the start. For the example, $W=\sqrt{1000^2+2500^2}$ Hz $=2692.58$ Hz and $\Delta/W=0.37139$. The formula gives $150\ {\rm Hz}\times0.37139=55.71$ Hz, against 55.69 Hz from diagonalisation.

How good the replacement of $\nu_++\nu_-$ by $2W$ is can be settled by two inequalities. Regard the two fields as vectors $\mathbf v_\pm=(\nu_1,\Delta\pm J/2)$ in a plane, with lengths $\nu_\pm$. Their sum is $(2\nu_1,2\Delta)$, of length $2W$. Two sides of a triangle are together at least as long as the third, so

$$
\nu_++\nu_-\ge 2W .
$$

For an upper limit, start from $(\nu_+-\nu_-)^2\ge0$, which is the same as $(\nu_++\nu_-)^2\le2(\nu_+^2+\nu_-^2)$. In the sum of the squares the terms $\pm J\Delta$ cancel, leaving $\nu_+^2+\nu_-^2=2W^2+J^2/2$. Therefore

$$
\nu_++\nu_-\le\sqrt{4W^2+J^2}=2\sqrt{W^2+\frac{J^2}{4}} .
$$

Inserting both limits in the exact expression for $D$ encloses the splitting:

$$
\frac{|J\Delta|}{\sqrt{W^2+J^2/4}}\;\le\;D\;\le\;\frac{|J\Delta|}{W}.
$$

The strong-irradiation formula thus never gives too small a central splitting. Its excess, relative to the exact $D$, is at most $\sqrt{1+J^2/4W^2}-1$, and this is no larger than $J^2/8W^2$ because $\sqrt{1+x}\le1+x/2$. In the example the lower limit is 55.687 Hz and the upper limit is 55.709 Hz. The ratio that sets this upper limit on the error is $|J|/W$. A large offset helps to make it small just as a large amplitude does, although a large offset is of no help in removing the splitting.

The leading error itself comes from a Taylor series. Let $f(x)=\sqrt{x^2+\nu_1^2}$, so that $\nu_\pm=f(\Delta\pm J/2)$. The derivatives are

$$
f'=\frac{x}{f},\qquad
f''=\frac1f-\frac{x^2}{f^3}=\frac{\nu_1^2}{f^3},\qquad
f'''=-\frac{3\nu_1^2}{f^4}f'=-\frac{3\nu_1^2x}{f^5}.
$$

In the difference $f(\Delta+J/2)-f(\Delta-J/2)$ the even powers of $J$ cancel and the odd powers double. The first-order term is $2(J/2)f'=Jf'$, and the third-order term is $2(J/2)^3f'''/6=J^3f'''/24$. At $x=\Delta$, where $f=W$, this gives

$$
\nu_+-\nu_-=\frac{J\Delta}{W}\left[1-\frac{J^2\nu_1^2}{8W^4}+\dots\right],
$$

where the dots stand for terms of fourth and higher order in $J$. For the example the correction in the bracket is $3.34\times10^{-4}$, and it lowers the strong-irradiation value from 55.709 Hz to 55.690 Hz, in agreement with the diagonalisation to the digits given.

The factor $\Delta/W$ has a direct geometrical meaning. Without the coupling, $I$ precesses about a field tilted from the $z$ axis by an angle $\beta$, with $\cos\beta=\Delta/W$ and $\sin\beta=\nu_1/W$. Introduce spin components along this field and perpendicular to it:

$$
I_{z'}=I_z\cos\beta+I_x\sin\beta,\qquad
I_{x'}=I_x\cos\beta-I_z\sin\beta .
$$

Multiplying the first by $\cos\beta$, the second by $\sin\beta$, and subtracting gives $I_z=I_{z'}\cos\beta-I_{x'}\sin\beta$. The Hamiltonian in the new components is

$$
\frac Hh=\nu_SS_z+WI_{z'}+J\cos\beta\,I_{z'}S_z-J\sin\beta\,I_{x'}S_z .
$$

The component $I_{x'}$ turns about the effective field $W$ times per second and averages to zero over each turn, while $I_{z'}$ stays constant. If $W$ is much larger than $|J|$, the coupling has little effect during one turn, and to leading order $S$ responds to the average. It then sees the coupling $J\cos\beta$, which is $J\Delta/W$. Decoupling therefore works by making $I$ precess about an axis close to the $xy$ plane, so that little of its $z$ component survives the average. In the example the axis is tilted by $68.2^\circ$ from $z$. It would have to be tilted by $90^\circ$ for this averaged coupling to vanish.

The same components explain why the first correction to the splitting is of third order in $J$. For $S_z=\pm\tfrac12$ the field on $I$ has the component $W\pm\tfrac12J\cos\beta$ along $z'$ and the component $\mp\tfrac12J\sin\beta$ along $x'$. The small perpendicular part lengthens the field. To lowest order, a perpendicular component $p$ adds $p^2/2L$ to a length $L$, so that

$$
\nu_\pm\approx W\pm\frac{J\cos\beta}{2}
+\frac{J^2\sin^2\beta}{8\,(W\pm\tfrac12J\cos\beta)} .
$$

If the small term in the last denominator is ignored, both frequencies rise by the same amount, and their difference does not change. The first effect on the splitting comes from the slight inequality of the two denominators. It is $-J^3\sin^2\beta\cos\beta/8W^2$, which is the third-order term found above.

The satellites become weak in the same regime. The vector product of the two fields has the magnitude $|\nu_1(\Delta+J/2)-\nu_1(\Delta-J/2)|=\nu_1|J|$, so that $\sin\theta=\nu_1|J|/(\nu_+\nu_-)$. For $|J|\ll W$ the fields are nearly parallel, $\sin^2(\theta/2)$ is close to $\tfrac14\sin^2\theta$, and $\nu_+\nu_-$ is close to $W^2$. Therefore

$$
\sin^2\frac\theta2\approx\frac{J^2\nu_1^2}{4W^4}.
$$

This gives $6.69\times10^{-4}$ in the example, the value found from the matrix to three digits.

The dependence on the offset has two simple ends. For $|\Delta|\ll\nu_1$ the length $W$ is nearly $\nu_1$, and the splitting grows in proportion to the offset:

$$
D\approx\frac{|J\Delta|}{\nu_1}.
$$

For $|\Delta|\gg\nu_1$ the ratio $|\Delta|/W$ tends to 1, and the full coupling returns, because the effective field then lies almost along $z$. With $J=150$ Hz and $\nu_1=2500$ Hz, diagonalisation gives the following splittings.

| $\Delta$ (Hz) | $D$ (Hz) | $\lvert J\Delta\rvert/W$ (Hz) |
|---:|---:|---:|
| 0 | 0.00 | 0.00 |
| 100 | 5.99 | 6.00 |
| 500 | 29.41 | 29.42 |
| 1000 | 55.69 | 55.71 |
| 2000 | 93.69 | 93.70 |
| 4000 | 127.20 | 127.20 |

At 100 Hz the proportional law gives $150\times100/2500=6.0$ Hz, which is adequate. At 1000 Hz it gives 60 Hz, about 8% above the diagonalised value. This error is not a failure of strong irradiation, since $W$ is still about eighteen times $J$. It arises because $\Delta$ is no longer small beside $\nu_1$, and the square root takes care of it.

On resonance the central splitting is zero for any non-zero amplitude, since $\nu_+=\nu_-$, but this does not mean that any amplitude decouples the spins. With $\Delta=0$ the two frequencies are both $\sqrt{\nu_1^2+J^2/4}$, and the satellite fraction is

$$
\sin^2\frac\theta2=\frac12\left(1-\frac{\nu_1^2-J^2/4}{\nu_1^2+J^2/4}\right)
=\frac{J^2/4}{\nu_1^2+J^2/4}.
$$

When $\nu_1=|J|/2$, half of the intensity is in the satellites. The spectrum becomes a single line only as $\nu_1$ grows well beyond $|J|/2$ and the satellites fade.

In practice the question is often how strong the irradiation must be to keep the splitting below a tolerated value $d$. In the regime of strong irradiation, setting $|J\Delta|/W=d$ gives $W=|J\Delta|/d$. Squaring and subtracting $\Delta^2$ leads to

$$
\nu_1=|\Delta|\sqrt{\left(\frac Jd\right)^2-1},\qquad d<|J| .
$$

For $d=1$ Hz at the offset of 1000 Hz, with $J=150$ Hz, the required amplitude is $1000\sqrt{150^2-1}$ Hz, or 150.0 kHz. Diagonalisation of the model Hamiltonian, in which the irradiation does not act on $S$, returns a splitting of 1.000 Hz at this amplitude. The terms dropped from the model are no longer negligible at that level of accuracy. For a proton–carbon pair at a proton frequency of 400 MHz they change this splitting by about 0.005 Hz, and the off-resonant action of the field on $S$ (the Bloch–Siegert shift) displaces the whole doublet by about 1 Hz. At 2500 Hz both effects are below 0.001 Hz. The amplitude is 60 times that of the example. For a given coil and circuit the radio-frequency power grows as the square of the amplitude, so the power would have to rise 3600 times. Continuous irradiation at a single frequency is thus a costly way to decouple spins spread over a wide range of offsets. If the frequency can be set freely for one $I$ resonance, reducing the offset is far cheaper, because for small offsets the splitting falls in proportion to $|\Delta|$ at no cost in power.

The residual splitting can also be used to measure the amplitude, and for this purpose the exact relation can be inverted. The identity $(\nu_++\nu_-)^2+(\nu_+-\nu_-)^2=2(\nu_+^2+\nu_-^2)$, together with $\nu_++\nu_-=2|J\Delta|/D$, gives

$$
\frac{4J^2\Delta^2}{D^2}+D^2=4\Delta^2+4\nu_1^2+J^2 .
$$

Solving for $\nu_1^2$ and collecting the common factor $J^2-D^2$ yields

$$
\nu_1^2=\left(J^2-D^2\right)\left(\frac{\Delta^2}{D^2}-\frac14\right).
$$

The term $\tfrac14$ is the whole difference from the strong-irradiation formula. With $D=55.69$ Hz, the version without it gives 2501 Hz for the amplitude, and the full version gives 2500 Hz, the value put in. The measurement needs a known offset and a known coupling. The offset should be large enough to make $D$ well resolved, but not much larger than $\nu_1$, because $D$ then approaches $|J|$ and hardly depends on the amplitude. In the strong-irradiation formula the slope is $|dD/d\nu_1|=|J\Delta|\,\nu_1/W^3$, which at fixed amplitude is largest for $|\Delta|=\nu_1/\sqrt2$. With $J=150$ Hz and $\nu_1=2500$ Hz, an error of 0.1 Hz in $D$ becomes an error of about 5 Hz in the amplitude at an offset of 1000 Hz, and of about 40 Hz at an offset of 100 Hz or of 12000 Hz.

A real coil does not produce the same amplitude everywhere in the sample. Differentiating $D=|J\Delta|/W$ with respect to $\nu_1$, and using $dW/d\nu_1=\nu_1/W$, gives the relative change

$$
\frac{dD}{D}=-\frac{\nu_1^2}{W^2}\,\frac{d\nu_1}{\nu_1}.
$$

In the example $\nu_1^2/W^2$ is 0.86, so an amplitude 1% lower raises the splitting by about 0.9%, or 0.5 Hz. A spread of amplitudes therefore broadens the two lines of the residual doublet. On resonance this source of broadening is absent from the central line, because within the model $D$ is zero there for every non-zero amplitude. The neglected action of the field on $S$ shifts the line in proportion to $\nu_1^2$, and so still spreads it, but this matters only at amplitudes far above that of the example.

If $S$ is coupled equally to two $I$ spins that have the same offset and no effective coupling to each other, the Hamiltonian for a fixed state of $S$ is a sum of two separate parts. The trace over the $I$ spins is then a product of two equal factors. With the weak satellites neglected, each factor is $\cos(\pi Dt)$, and

$$
\cos^2(\pi Dt)=\tfrac12+\tfrac12\cos(2\pi Dt).
$$

This is a triplet with intensities in the ratio 1:2:1 and neighbouring lines separated by $D$. The triplet of the undecoupled spectrum is contracted by the same factor $|\Delta|/W$ as the doublet.

When the effective field is not large compared with the coupling, the bound above no longer guarantees a small error, and the formula can fail badly. Take $J=150$ Hz again, but $\Delta=20$ Hz and $\nu_1=50$ Hz. The ratio of offset to amplitude is the same as before, so the strong-irradiation formula again predicts 55.71 Hz. The $z$ components of the two fields are now $95$ Hz and $-55$ Hz, and diagonalisation gives a central splitting of 33.02 Hz. The prediction is too large by 69% of the true value.

The intensities have changed even more. The outer pair of lines, separated by 181.68 Hz, now carries 67% of the total, and it would be the more prominent doublet in the spectrum. The criterion follows from the expression for $\cos\theta$, whose numerator is $W^2-J^2/4$. The satellites hold more than half of the intensity when this is negative, that is, when

$$
W<\frac{|J|}{2}.
$$

Here $W=53.85$ Hz lies below $|J|/2=75$ Hz. The two effective fields then enclose more than a right angle, and a spin that pointed along the old field, and keeps its direction in space as $S$ changes state, is more likely to be found against the new field than along it. The separation of the outer pair is never less than $|J|$, because the difference of the vectors $\mathbf v_+$ and $\mathbf v_-$ has the length $|J|$ and cannot exceed the sum of their lengths. As $\nu_1$ goes to zero at a fixed offset smaller than $|J|/2$, the central pair disappears and the outer pair becomes the ordinary doublet with splitting $|J|$. For offsets larger than $|J|/2$, the central pair becomes that doublet. The labels differ, but the spectrum without irradiation is the same in both cases, as it has to be.

## Computed values

```
WORKED EXAMPLE
coupling J = 150 Hz
offset delta = 1000 Hz
amplitude nu1 = 2500 Hz
effective field W = 2692.58 Hz
scaling factor delta/W = 0.37139
tilt of effective field from z = 68.20 deg
nu_plus = 2721.3278 Hz
nu_minus = 2665.6378 Hz
central splitting, diagonalisation = 55.6900 Hz
central splitting, strong formula = 55.7086 Hz
strong formula with J^3 correction = 55.6900 Hz
lower bound on splitting = 55.6870 Hz
simpler law J*delta/nu1 = 60.0000 Hz
relative error of strong formula = 3.344e-04
satellite fraction, diagonalisation = 6.6854e-04
satellite fraction, leading formula = 6.6885e-04
four S lines relative to nuS (Hz) and intensity share:
   -2693.4828 Hz   0.000334
     -27.8450 Hz   0.499666
      27.8450 Hz   0.499666
    2693.4828 Hz   0.000334
OFFSET SCAN at the same J and nu1
  delta/Hz   diagonalised/Hz   strong formula/Hz
         0            0.0000              0.0000
       100            5.9925              5.9952
       250           14.9190             14.9256
       500           29.4052             29.4174
      1000           55.6900             55.7086
      2000           93.6886             93.7043
      4000          127.1952            127.1997
splitting with nu1 = 0: 150.0000 Hz
AMPLITUDE FOR A TOLERATED SPLITTING at the same J and delta
tolerated splitting = 1.0 Hz
required nu1 = 149997 Hz = 150.0 kHz
diagonalised splitting there = 1.000000 Hz
WEAK FIELD, same J
delta = 20 Hz, nu1 = 50 Hz, W = 53.85 Hz
central splitting, diagonalisation = 33.02 Hz
central splitting, strong formula = 55.71 Hz
outer pair separation = 181.68 Hz
outer pair intensity fraction = 0.6707
```
